# The Multispecies Bohm Condition and the Freedom It Leaves to Ion Speeds, part 2

A plasma with several kinds of positive ion touches a wall. A neutral presheath accelerates the ions into a thin sheath of positive space charge. The question is what fixes their speeds at the sheath edge.

The coordinate $x$ increases towards the wall, $\phi$ is the potential and $E=-d\phi/dx$. Cold ions of species $j$ have charge $Z_je$, mass $m_j$, density $n_j$ and speed $u_j$ towards the wall. Electrons have density $n_e$ and temperature $T_e$ and follow the Boltzmann relation. We write $a_j=Z_jn_j/n_e$, $c_j^2=Z_jkT_e/m_j$ (own Bohm speed), $M_j=u_j/c_j$, $\chi=-e\phi/kT_e$ and $c_s^2=\sum_ja_jc_j^2$ (common speed at $S=1$), with
$$S=\sum_j\frac{a_j}{M_j^2}=\frac{kT_e}{n_e}\sum_j\frac{Z_j^2n_j}{m_ju_j^2}. \tag{6}$$

The sheath requires $S\le1$. With $\chi$ counted from the edge, its net charge density $\rho$, in units of $en_e$, satisfies
$$\rho(\chi)>0\quad\text{for all }\chi>0\text{ when }S\le1 . \tag{9}$$
The marginal sheath, $S=1$, is possible because the cubic coefficient $C=\tfrac12\sum_ja_j/M_j^4-\tfrac16$ is then at least $\tfrac13$. For two species, $S=1$ means
$$M_2^2=\frac{a_2}{1-a_1/M_1^2}. \tag{10}$$
For $S>1$ small disturbances oscillate, with a quarter wave of $\pi/(2\sqrt{S-1})$ Debye lengths.

In the presheath, $\chi$ is counted from the plasma centre. With creation rate $G_j$ per volume and deceleration $F_j$ by all forces other than $E$, including the effect of ions born at rest,
$$\frac{d(n_ju_j)}{dx}=G_j,\qquad u_j\frac{du_j}{dx}=\frac{Z_jeE}{m_j}-F_j. \tag{13}$$
Neutrality then gives
$$\frac{d\chi}{dx}=\frac{Q}{n_e(S-1)} , \tag{14}$$
$$Q=\sum_jZ_j\left(\frac{G_j}{u_j}+\frac{n_jF_j}{u_j^2}\right).$$
If $Q$ is positive and stays finite as the field grows, and the Debye length is negligible, the edge has
$$S=1 . \tag{15}$$

The example has singly charged ions of 4 u and 40 u with equal edge densities, $kT_e=3.0$ eV, edge $n_e=1.0\times10^{16}\ \mathrm{m^{-3}}$, $c_1=8.507$ km/s, $c_2=2.690$ km/s and $c_s=6.309$ km/s.

### How the field diverges

Near the edge it is convenient to use $\chi$ as the independent variable. Equation (14) then says that $dx/d\chi=n_e(S-1)/Q$ goes to zero. Over a small potential step, sources and drag have no distance on which to act. Equation (13), multiplied by $dx/d\chi$, becomes at the edge
$$u_j\frac{du_j}{d\chi}=c_j^2,\qquad \frac{dn_j}{d\chi}=-\frac{n_j}{M_j^2},\qquad\frac{dn_e}{d\chi}=-n_e. \tag{16}$$
The first relation means $dM_j^2/d\chi=2$. The other two give $da_j/d\chi=a_j(1-1/M_j^2)$. Therefore
$$\frac{dS}{d\chi}=\sum_j\frac{a_j}{M_j^2}\left(1-\frac1{M_j^2}\right)-\sum_j\frac{2a_j}{M_j^4}
=S-3\sum_j\frac{a_j}{M_j^4}=-6C$$
at $S=1$. The coefficient that made the marginal sheath possible thus also controls the end of the presheath. Let the subscript $E$ mark the edge. Then $S-1\approx6C(\chi_E-\chi)$, and integration of $dx/d\chi$ gives, to leading order,
$$x_E-x\approx\frac{3Cn_e}{Q}(\chi_E-\chi)^2 .$$
The potential drop stays finite, while the field grows as $(x_E-x)^{-1/2}$.

### What selects the speeds

Equation (14) contains the individual speeds, but its singular point again fixes the sum $S$ alone. The separate speeds follow from the history of each species, that is, from (13) integrated from the centre. A model with two singly charged species shows this. Let $G_j=\nu_jn_e$ with constant $\nu_j$, let new ions be born at rest, and let the two species exchange momentum at the rate $Kn_1n_2(u_1-u_2)$ per volume, with constant $K$. There is no drag on neutral atoms. Ions born at different places pass a given point with different speeds. The model follows only the mean speed $u_j$ of each species and neglects the momentum flux due to this spread, so that the ions are still treated as cold. The momentum balance in flux form is
$$\frac{d(m_jn_ju_j^2)}{dx}=n_jeE\mp Kn_1n_2(u_1-u_2), \tag{17}$$
with the upper sign for species 1 and the lower for species 2.

Adding the two equations removes the friction. The electric term becomes $n_eeE=-kT_e\,dn_e/dx$, so that $\sum_jm_jn_ju_j^2+kT_en_e$ is constant. At the centre the speeds vanish and $n_e=n_0$. Since $m_jn_ju_j^2=n_ekT_e\,a_jM_j^2$ for $Z_j=1$,
$$n_e\Big(1+\sum_ja_jM_j^2\Big)=n_0 . \tag{18}$$
The Cauchy–Schwarz inequality gives $\big(\sum_ja_jM_j^2\big)\big(\sum_ja_j/M_j^2\big)\ge1$. At the edge the second factor is 1, so $n_e/n_0\le\tfrac12$, with equality when the $M_j$ are equal.

**No friction.** Near the centre the speeds start as $u_j=b_jx$ and the field as $E=E'x$. Continuity gives $G_j=n_jb_j$ there. The left side of (17) is $2m_jn_jb_j^2x$ and the right side $n_jeE'x$, hence $b_j^2=eE'/(2m_j)$. Both species start with the same ratio $M=u_j/c_j$. This equality persists. Suppose $u_j=c_jM(x)$ with constant fractions $a_j$. Continuity becomes $d(n_eM)/dx=(\nu_j/a_jc_j)\,n_e$. In the momentum equation the loss from newborn ions is $F_j=G_ju_j/n_j=\nu_jc_jM/a_j$, and division by $c_j^2$ gives
$$M\frac{dM}{dx}=\frac{d\chi}{dx}-\frac{\nu_j}{a_jc_j}M .$$
The central relation $\nu_j=a_jb_j$ with $b_j\propto c_j$ makes $\nu_j/(a_jc_j)$ the same for both species. One function $M(x)$ therefore satisfies all the equations, and at the edge $S=1/M^2=1$ gives $u_j=c_j$. The equality of the $M_j$ results here from the equal treatment of both species by field and ionization, a property of this presheath and not of the Bohm condition. The value $M_j=1$ also depends on the neglect of the velocity spread: a kinetic treatment of the same source without friction gives both species a mean speed of about $1.14\,c_j$ at the point where the field diverges.

**With friction.** The faster light ions lose momentum to the heavy ones. The equations were integrated numerically for the ions of 4 u and 40 u at 3.0 eV. The edge was located where $dx/d\chi$, obtained from the conservation laws, vanishes; the sum $S$ was evaluated afterwards and equals 1 to the printed six decimals in every case. The central composition was adjusted so that the edge densities of the two species are equal. The unit of $K$ is $m_1c_1/(n_0L_0)$, where the length $L_0$ is defined by the central potential, $\chi\approx x^2/(2L_0^2)$. The constant values of $K$ are chosen to show the trend. Ordinary Coulomb friction has no constant $K$, because it weakens as the speed difference grows. For cold ion beams with $n_0=2\times10^{16}\ \mathrm{m^{-3}}$, $L_0=5$ cm and a Coulomb logarithm of 10, it corresponds to $K$ between about 0.1 and 2 at the speed differences found at the edge. Nearer the centre the speed difference is smaller and $K$ is larger, up to a limit set by the thermal motion of the ions: about 5 for an ion temperature of 0.03 eV, where the Coulomb logarithm is closer to 6.

| $K$ | $M_1$ | $M_2$ | $u_1$ (km/s) | $u_2$ (km/s) | $n_e/n_0$ |
|---|---|---|---|---|---|
| 0 | 1.000 | 1.000 | 8.51 | 2.69 | 0.500 |
| 2 | 0.943 | 1.069 | 8.02 | 2.88 | 0.496 |
| 20 | 0.833 | 1.338 | 7.09 | 3.60 | 0.446 |
| 200 | 0.784 | 1.637 | 6.67 | 4.40 | 0.378 |

For $K=20$ the sum is $0.5/0.833^2+0.5/1.338^2=0.721+0.279=1.000$. Equation (18) gives
$$\frac{n_e}{n_0}=\frac1{1+0.5\,(0.833^2+1.338^2)}=0.446,$$
as integrated. The corresponding potential drop from centre to edge is $3.0\ln(1/0.446)=2.42$ V, compared with 2.08 V without friction. The rows are four different plasmas, since the central composition and the ionization rates differ. At the edge they agree in temperature, in composition and in $S$, and yet their speeds differ.

These are steady solutions, and their stability is a separate question. For a long wave with phase speed $w$, cold ions and Boltzmann electrons give $\sum_ja_jc_j^2/(w-u_j)^2=1$. Between the two ion speeds the left side has the minimum $\big[(a_1c_1^2)^{1/3}+(a_2c_2^2)^{1/3}\big]^3/(u_1-u_2)^2$. If this exceeds 1, two of the four roots $w$ are complex and one of them describes a growing wave. For the edge composition used here, this happens at every nonzero speed difference below 10.7 km/s, and so in every row of the table. Such waves can add friction and change the speeds, while a thermal spread of the ions can damp them if it is large enough. A Maxwellian ion temperature of 0.03 eV is too low for this in every row; the temperature needed falls from about 0.36 eV at $K=0$ to about 0.07 eV at $K=200$. The neglected spread from birth at different potentials is not small on this scale. In the frictionless kinetic case it corresponds to about 0.12 eV at the edge, although it is not Maxwellian, so the instability is least certain in the rows with the smallest speed difference. The table shows what the steady model allows and does not predict the speeds in a real discharge.

### Why strong friction does not give the common speed

One might expect large $K$ to bring both ions to the common speed $c_s=6.31$ km/s. At $K=200$ they still differ by 2.27 km/s. Two arguments explain why this model resists locking at the edge.

The first is local. By (16), the speeds at the edge change as $du_j/d\chi=c_j^2/u_j$, whatever the finite value of $K$. For equal speeds these rates differ by the factor $c_1^2/c_2^2$, so the last part of the potential drop separates the species.

The second concerns the whole presheath. Suppose friction did hold both species at one speed $u$. With mass density $\mu=\sum_jm_jn_j$, the summed momentum balance would be
$$\mu u\frac{du}{dx}=n_ekT_e\frac{d\chi}{dx}-u\sum_jm_jG_j ,$$
and the summed continuity equation, with $dn_e/dx=-n_e\,d\chi/dx$,
$$-n_e\frac{d\chi}{dx}=\frac1u\sum_jG_j-\frac{n_e}{u}\frac{du}{dx}.$$
Eliminating $du/dx$ yields
$$n_e\frac{d\chi}{dx}\left(\frac{u_L^2}{u^2}-1\right)=\frac1u\sum_jG_j+\frac{n_e}{\mu u}\sum_jm_jG_j,\qquad u_L^2=\frac{n_ekT_e}{\mu}. \tag{19}$$
The field of a locked flow diverges at $u=u_L$. The Cauchy–Schwarz inequality $\big(\sum_jn_j/m_j\big)\big(\sum_jm_jn_j\big)\ge n_e^2$ shows that $u_L\le c_s$, with a strict inequality for different masses. At equal densities the mean mass is 22 u, and $u_L=8.507\sqrt{4/22}=3.6$ km/s, well below 6.3 km/s. For the central composition of the $K=200$ run, with light fraction 0.595, the value is $u_L=3.9$ km/s, which leads to the same conclusion. A locked flow that starts from rest cannot reach $c_s$. The species must separate before the edge.

The numbers agree with this picture. Both fluxes grow in proportion to the integral of $n_e$, so $n_1u_1/(n_2u_2)=\nu_1/\nu_2$ at the edge, and the same ratio equals $n_1b_1/(n_2b_2)$ at the centre. With equal edge densities,
$$\frac{b_1}{b_2}=\frac{(u_1/u_2)_{\text{edge}}}{(n_1/n_2)_{\text{centre}}} .$$
For $K=200$ the central light fraction is 0.5954, and the speed ratio at the centre is $(6.669/4.404)/(0.5954/0.4046)=1.03$. The species are nearly locked at the centre, while at the edge the ratio is 1.51. The four runs do not determine the limit of still larger $K$. A friction coefficient that rises with the speed difference lies outside this model; the presheath would still end at $S=1$, but the separate speeds would have to be computed anew. Friction that grows in proportion to the field is a different case. Then $Q=Q_0+Q_1\,d\chi/dx$, and (14) puts the divergence at $S=1+Q_1/n_e$ instead of $S=1$.

### What each derivation assumes

Both derivations take cold positive ions and Boltzmann electrons, and both compare the same two responses. When the potential drops by $d\chi$, the electron density falls by the fraction $d\chi$, and the charge density of ions in free fall by the fraction $S\,d\chi$. In the sheath, the difference appears as space charge, which must be positive. In the presheath no space charge is allowed, and sources and drag must make up the difference; at $S=1$ a finite field no longer allows them to do so.

The first derivation needs Poisson's equation, conserved ion flux and energy, and a field-free state on the plasma side. It needs no knowledge of how the ions obtained their speeds. It yields an inequality, and it shows that, for Boltzmann electrons, a sheath exists for every wall potential below that of the edge once the inequality holds. The Boltzmann relation itself needs a wall drop of several $kT_e/e$. If the wall removes the fast electrons from a Maxwellian, the bound moves from $S\le1$ to about $S\le1.003$ for a drop of $4kT_e/e$, close to the floating value in the example, but to about $S\le1.11$ for a drop of $kT_e/e$. It cannot say why the equality should be realized: ions injected faster than necessary, with $S<1$, also form a sheath.

The second derivation replaces Poisson's equation by neutrality and admits sources and drag for which $Q$ is positive and stays finite as the field grows. It explains why a plasma that accelerates its own ions from rest arrives at the marginal value. It says nothing about the layer beyond, whose existence is supplied by the first. If $Q$ vanishes at the point where $S=1$, equation (14) has the form $0/0$, the field may remain finite, and the neutral flow may continue to $S<1$. The argument for (15) then fails, while the sheath condition $S\le1$ remains.

Other limits are common to both. If the electrons are not Boltzmann distributed, their density still enters the local balance through its slope at the edge, and the factor $kT_e/n_e$ in (6) is replaced by $e/(dn_e/d\phi)$; the proof (9) for the whole sheath used the exponential and does not carry over. Negative ions would bring negative weights, for which the convexity argument is not available. A spread of ion velocities requires a kinetic treatment, in which very slow ions need special care because of the factor $1/u^2$.

For the interpretation of measurements, the result works in one direction. If the edge composition, $T_e$ and one of two ion speeds are known and $S=1$ applies, equation (10) gives the other speed. Two limits matter in practice. The first is sensitivity to error: in the two-ion example, a value of $u_1$ that is 3% too low raises the inferred $u_2$ by about 3% when both ions have their own Bohm speeds, but by 64% when both have the common speed. The second is the spread of velocities: mean speeds need not satisfy $S=1$ if the spread is broad. In the kinetic case mentioned above, mean speeds of $1.144\,c_j$ give $S=1/1.144^2=0.76$. If neither speed is known, the presheath has to be solved, with its actual ionization and friction. The numerical output that follows lists the values in the tables.

## Computed values

```
Ion masses: 4 and 40 u; charges +1
Electron temperature: 3.0 eV; edge n_e: 1.0e+16 m^-3
Edge charge fractions: 0.50, 0.50
Own Bohm speeds: 8.507, 2.690 km/s
Common speed c_s: 6.309 km/s
Lower speed bounds: 6.015, 1.902 km/s
Members of S=1: M1, M2, u1 km/s, u2 km/s, S, current A/m^2
  0.7416 2.3452 6.309 6.309 1.000000 10.108
  0.8000 1.5119 6.805 4.067 1.000000 8.710
  1.0000 1.0000 8.507 2.690 1.000000 8.970
  1.5000 0.8018 12.760 2.157 1.000000 11.950
Presheaths with equal edge fractions; K in m1*c1/(n0*L0)
K, centre light fraction, M1, M2, u1 km/s, u2 km/s
  0 0.5000 1.0000 1.0000 8.507 2.690
  2 0.5514 0.9427 1.0692 8.019 2.876
  20 0.6083 0.8330 1.3375 7.086 3.598
  200 0.5954 0.7840 1.6372 6.669 4.404
K, edge S, centre-edge drop V, n_e edge/centre, u1-u2 km/s
  0 1.000000 2.079 0.5000 5.817
  2 1.000000 2.103 0.4960 5.143
  20 1.000000 2.421 0.4461 3.489
  200 1.000000 2.921 0.3777 2.265
Violating pair M1, M2: 0.75, 1.00; S=1.3889
Quarter wave, integrated: 2.5196 Debye lengths
Quarter wave, formula: 2.5189 Debye lengths
Marginal cubic coefficient, test mixture: 11/24
Random mixtures with S<=1 tested: 300
Smallest reduced charge found in them: 2.236e-03
```
